# Free energy and stiffness of a tilted step from kink transfer matrices

A continuum simulation of step motion takes the step stiffness as input. Before it starts, one must decide whether a single stiffness can serve every step orientation or whether a function of angle is needed. In the lattice model worked out here, tilting a step by 21° lowers its stiffness from 0.074 to 0.031 eV/Å at 600 K, so a single value would misjudge the restoring force by more than a factor of two. This result rests on a kink energy proportional to kink height; the last section shows how it changes otherwise.

## The model and its smallest version

Let the step run along $y$, through columns of spacing $a$. Between neighbouring columns it jumps sideways by $hb$, where the integer $h$ is the kink height. The step has no overhangs, so one integer per column describes it. A straight segment costs $\varepsilon_0$ per column and a kink costs $\varepsilon|h|$. These are energies of an isolated step; elastic forces of long range are left out.

In the algebra, energies are in hartree, lengths in bohr, and temperature enters as the energy $\tau=k_BT$. The final formulas keep their form when eV and Å are used, as they are for all numbers below. Define $K=\varepsilon/\tau$.

For a first calculation by hand, let kinks be independent and restricted to $h=-1,0,1$. With $w=e^{-K}$, the three Boltzmann weights are $w,1,w$. Fixing the total displacement $M=\sum_n h_n$ of $N$ columns couples all the kinks. It is easier to leave $M$ free and favour positive kinks with a factor $e^{uh}$. The weights then factorize, and each column contributes

$$\lambda(u)=1+we^{u}+we^{-u}=1+2w\cosh u .$$

The field energy conjugate to $h$ is $\eta=\tau u$. Differentiating the logarithm gives the mean kink and its variance:

$$m=(\ln\lambda)'=\frac{2w\sinh u}{\lambda},\qquad
\sigma^2=(\ln\lambda)''=\frac{\lambda''}{\lambda}-m^2=\frac{\lambda-1}{\lambda}-m^2 .$$

The last form uses $\lambda''=2w\cosh u=\lambda-1$.

## Returning to a fixed tilt

Let $Z_N(M)$ be the sum of Boltzmann weights at fixed $M$, without the constant $\varepsilon_0$. By definition $\lambda(u)^N=\sum_M e^{uM}Z_N(M)$. Replacing $u$ by $u+ik$ makes this a Fourier series, whose coefficients are

$$Z_N(M)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\lambda(u+ik)^N e^{-(u+ik)M}.$$

Choose $u$ so that $(\ln\lambda)'(u)=m=M/N$. The terms linear in $k$ cancel, and near $k=0$ the integrand is $e^{N(\ln\lambda-um)}e^{-N\sigma^2k^2/2}$. Away from $k=0$ the three terms of $\lambda(u+ik)$ are out of phase, so their sum is smaller in modulus and is suppressed by the power $N$. The Gaussian integral gives

$$Z_N(M)\simeq\frac{e^{-N[um-\ln\lambda(u)]}}{\sqrt{2\pi N\sigma^2}} .$$

The square root contributes $\tau\ln(2\pi N\sigma^2)/(2N)$ per column to the free energy, which vanishes for a long step. What remains is

$$f(m)=\varepsilon_0+\tau\,[um-\ln\lambda(u)],\qquad (\ln\lambda)'(u)=m .$$

This is a Legendre transform. Because $(\ln\lambda)''=\sigma^2>0$, the bracket is concave in $u$, so its stationary point is its maximum. Differentiating with respect to $m$,

$$f'(m)=\tau\left[u+\frac{du}{dm}\bigl(m-(\ln\lambda)'\bigr)\right]=\tau u,\qquad
f''(m)=\tau\frac{du}{dm}=\frac{\tau}{\sigma^2}.$$

The last equality follows from $dm/du=\sigma^2$. A step whose displacement fluctuates strongly is therefore soft.

## From curvature in tilt to stiffness

The function $f$ is a free energy per column, whereas the line tension $\gamma$ is a free energy per true length. A column of projected length $a$ contains a length $a/\cos\theta$ of tilted step, with $\tan\theta=mb/a$. Hence

$$\gamma(\theta)=\cos\theta\,F(p),\qquad F=f/a,\qquad p=\tan\theta .$$

Now bend a step of mean angle $\theta$ locally by a small angle $\phi$. Its free energy per length of the undeflected line is

$$\frac{\gamma(\theta+\phi)}{\cos\phi}\simeq\gamma+\gamma'\phi+\tfrac12(\gamma+\gamma'')\phi^2 .$$

With fixed ends, the slope $\tan\phi$ averages to zero, and so does $\phi$ to second order. The restoring coefficient is the stiffness $\tilde\gamma=\gamma+\gamma''$. Its first term comes from the added length, its second from the change of orientation. Using $dp/d\theta=1/\cos^2\theta$,

$$\gamma'=-\sin\theta\,F+\frac{F'}{\cos\theta},$$

$$\gamma''=-\cos\theta\,F-\frac{\sin\theta}{\cos^2\theta}F'+\frac{\sin\theta}{\cos^2\theta}F'+\frac{F''}{\cos^3\theta}.$$

The terms in $F'$ cancel, and adding $\gamma$ removes the term in $F$. Since $m=pa/b$, two derivatives in $p$ bring a factor $(a/b)^2$, so $F''=af''/b^2$ and

$$\boxed{\tilde\gamma(\theta)=\frac{\tau a}{b^2\cos^3\theta\,\sigma^2}}$$

The straight-step energy $\varepsilon_0$ has dropped out. It contributes to the line tension but not to the stiffness.

## Numbers for the smallest version

Take the round values $a=4$ Å, $b=3$ Å, $\varepsilon_0=0.30$ eV, $\varepsilon=0.10$ eV and $T=600$ K. Then $\tau=0.051704$ eV, $K=1.9341$ and $w=0.14456$. Without tilt, $\sigma^2=2w/(1+2w)=0.2243$, and

$$\tilde\gamma(0)=\frac{0.051704\times4}{9\times0.2243}=0.102\ \text{eV/Å}.$$

For $m=1/2$, set $x=e^u$. The condition $2w\sinh u=\lambda/2$ becomes $wx^2-x-3w=0$, whose positive root is $x=7.327$. Then $\lambda=2.079$ and $\sigma^2=1.079/2.079-0.25=0.269$. The angle obeys $\tan\theta=3/8$, so $\theta=20.56°$ and $\cos^3\theta=0.8209$. The stiffness is 0.104 eV/Å, almost the untilted value.

That near equality is a product of the height restriction. If independent kinks may have any height, the sums are geometric series that converge for $|u|<K$:

$$\lambda=1+\sum_{h\ge1}\left[e^{-(K-u)h}+e^{-(K+u)h}\right]=\frac{\sinh K}{\cosh K-\cosh u},$$

$$m=\frac{\sinh u}{\cosh K-\cosh u},\qquad
\sigma^2=\frac{\cosh u}{\cosh K-\cosh u}+m^2 .$$

At $u=0$, $\sigma^2=1/(\cosh K-1)=1/[2\sinh^2(K/2)]$, so

$$\tilde\gamma(0)=\frac{2\tau a}{b^2}\sinh^2\frac K2=0.058\ \text{eV/Å}.$$

For $m=1/2$, the condition on $x=e^u$ is $3x^2-2x\cosh K-1=0$. With $\cosh K=3.531$ it gives $x=2.488$, $\cosh u=1.445$ and $\sigma^2=0.943$, hence $\tilde\gamma=0.030$ eV/Å. Temperature and kink energy were held fixed, so the tall kinks alone account for the change from 0.104 to 0.030 eV/Å.

Two limits follow from these formulas. For $\tau\ll\varepsilon$, $\tilde\gamma(0)\simeq(\tau a/2b^2)e^{\varepsilon/\tau}$: kinks freeze out and the untilted step becomes rigid. For steep tilt, $u\to K$, one finds $m\simeq1/(K-u)$, $\sigma^2\simeq m^2$ and $\cos\theta\simeq a/(mb)$, so $\tilde\gamma\simeq\tau bm/a^2$ rises again. In that steep range a real step can form overhangs, and a description by one jump per column loses its justification.

## Kinks that interact

Now let adjacent kinks cost an extra energy $v(h,h')$. The weight no longer factorizes column by column, but it does factorize into links between neighbours. Sharing each column's own weight equally between its two links gives the kink transfer matrix

$$T(h,h')=\exp\!\left[-\tfrac K2(|h|+|h'|)+\tfrac u2(h+h')-\frac{v(h,h')}{\tau}\right].$$

If the columns close into a ring, the sum over all kinks is $\operatorname{Tr}T^N=\sum_i\lambda_i^N$. For a long step the largest eigenvalue $\lambda$ dominates.

For symmetric $v$ this eigenvalue is simple. All entries of $T$ are positive, so if a top eigenvector had components of both signs, replacing them by their absolute values would raise the quadratic form above its maximum. Every top eigenvector therefore has components of one sign. None of them vanishes, since $T$ turns a nonzero vector of one sign into one without zeros, and two such vectors cannot be orthogonal. An isolated eigenvalue varies smoothly with $u$, so the derivatives exist. The Fourier argument carries over, with an end factor that does not grow with $N$, and the Legendre transform and the boxed formula hold with the new $\lambda$.

The meaning of $\sigma^2$ does change. Let $C(r)$ be the covariance of kinks $r$ columns apart. On a long ring, the variance of $M$ per column is

$$\sigma^2=(\ln\lambda)''=C(0)+2\sum_{r\ge1}C(r),$$

because each column pairs with one partner at distance $r$ on either side. Kink statistics from a single column would give $C(0)$ alone.

## An interacting case by hand

Let $v=v_s=0.05$ eV for adjacent kinks of equal sign, $v=v_o=0.03$ eV for opposite signs, and $v=0$ if either is absent. Put $q_s=e^{-v_s/\tau}=0.3802$ and $q_o=e^{-v_o/\tau}=0.5598$. Write the eigenvector as $e^{(-K|h|+uh)/2}\psi(h)$. The eigenvalue equation becomes

$$\lambda\psi(h)=\sum_{h'}e^{-v(h,h')/\tau}e^{-K|h'|+uh'}\psi(h').$$

Its right side depends on $h$ through the sign alone. So does $\psi$, and the infinite matrix reduces to three equations:

$$\begin{aligned}
\lambda\psi_0&=\psi_0+A_+\psi_++A_-\psi_-,\\
\lambda\psi_+&=\psi_0+q_sA_+\psi_++q_oA_-\psi_-,\\
\lambda\psi_-&=\psi_0+q_oA_+\psi_++q_sA_-\psi_-,
\end{aligned}\qquad A_\pm=\frac1{e^{K\mp u}-1}.$$

With $S=A_++A_-$ and $P=A_+A_-$, the determinant condition is

$$D=(\lambda-1)\left[\lambda^2-q_s\lambda S+(q_s^2-q_o^2)P\right]-\lambda S+2(q_s-q_o)P=0.$$

At $u=0$, $A_+=A_-=A=0.16898$ and the top eigenvector has $\psi_+=\psi_-$. Eliminating it leaves $(\lambda-1)(\lambda-c)=2A$, with $c=A(q_s+q_o)=0.15884$. The larger root is

$$\lambda=\tfrac12\left[1+c+\sqrt{(1-c)^2+8A}\right]=\tfrac12(1.15884+1.43507)=1.29695 .$$

For the variance, differentiate $D(\lambda(u),u)=0$ twice. By symmetry $\lambda'(0)=0$, so $D_\lambda\lambda''+D_{uu}=0$ and $\sigma^2=\lambda''/\lambda=-D_{uu}/(\lambda D_\lambda)$. From $A_\pm'=\pm A_\pm(1+A_\pm)$ one obtains, at $u=0$,

$$S''=2A(1+A)(1+2A)=0.5286,\qquad P''=2A^3(1+A)=0.01128 .$$

The two derivatives of $D$ are

$$\begin{aligned}
D_{uu}&=-\lambda S''[1+q_s(\lambda-1)]\\
&\quad+P''[(\lambda-1)(q_s^2-q_o^2)+2(q_s-q_o)]=-0.7676,\\
D_\lambda&=\lambda^2-2q_sA\lambda+(q_s^2-q_o^2)A^2\\
&\quad+(\lambda-1)(2\lambda-2q_sA)-2A=1.9048 .
\end{aligned}$$

Thus $\sigma^2=0.7676/(1.29695\times1.9048)=0.3107$ and

$$\tilde\gamma(0)=\frac{0.051704\times4}{9\times0.3107}=0.0740\ \text{eV/Å}=1.44\times10^{-3}\ \text{hartree/bohr}.$$

The interactions have raised the stiffness from 0.058 eV/Å. Acting alone, the equal-sign repulsion gives 0.075 and the opposite-sign repulsion 0.057 eV/Å. An expansion for few kinks shows why they differ. To second order in $A_\pm$, the determinant condition gives

$$\ln\lambda\simeq S-\tfrac12S^2-(1-q_s)(A_+^2+A_-^2)-2(1-q_o)P .$$

At $u=0$ the second derivative of $A_+^2+A_-^2$ starts at $8A^2$, whereas $P''$ starts at $2A^3$. Equal-sign repulsion thus reduces $\sigma^2$ at order $A^2$, where opposite-sign repulsion has no effect: the field factors $e^u$ and $e^{-u}$ of such a pair cancel at that order. At $A=0.17$ the expansion is only qualitative: the equal-sign change in $\sigma^2$ is $-3.1A^2$ rather than the leading $-8(1-q_s)A^2=-5.0A^2$, and the slight softening by opposite-sign repulsion is a rise of $\sigma^2$ at order $A^3$.

## The general algorithm

For a general short-range symmetric $v(h,h')$, the reduction to three equations is unavailable, and the calculation is numerical.

1. Choose a cutoff $|h|\le H$, build $T$ at given $u$, and compute $L(u)=\ln\lambda(u)$ by diagonalization. When $v$ does not favour tall kinks, the omitted weight is of order $e^{-(K-|u|)H}$, so steep tilts need a larger $H$.
2. Obtain $m(u)=L'(u)$ from the five-point formula
$$L'\simeq\frac{8[L(u+d)-L(u-d)]-[L(u+2d)-L(u-2d)]}{12d}.$$
3. For the wanted angle set $m=(a/b)\tan\theta$ and solve $L'(u)=m$ by bracketing. The root is unique because $L'$ increases.
4. Form $f=\varepsilon_0+\tau(um-L)$ and $\gamma=f\cos\theta/a$.
5. Compute the variance from
$$\sigma^2\simeq\frac{-L(u+2d)+16L(u+d)-30L(u)+16L(u-d)-L(u-2d)}{12d^2}$$
and insert it in the boxed formula.

An error $\delta$ in the root changes $f$ by about $-\tfrac12\tau\sigma^2\delta^2$, since $f$ is stationary in $u$. The variance has no such protection, and its step $d$ matters. Taylor expansion of the last formula leaves an error $-d^4L^{(6)}/90$, while rounding errors in $L$ are divided by $d^2$. For the untilted interacting step, with $H=60$ and double precision, the error relative to the closed form is $1.0\times10^{-5}$ at $d=0.1$, $1.0\times10^{-9}$ at $d=0.01$, and $1.4\times10^{-5}$ at $d=10^{-5}$. The first two follow the $d^4$ law; the last shows the cost of a step that is too small.

## The tilted interacting step

With $H=60$ and $d=0.01$, the condition $m=1/2$ gives $u=1.08797$ and $\ln\lambda=0.48198$. The free energy per column is

$$f=0.30+0.051704\,(0.54399-0.48198)=0.3032\ \text{eV}.$$

The tilt requires at least 0.05 eV of kink energy per column, yet $f$ exceeds $\varepsilon_0$ by 0.003 eV: the entropy of placing the kinks nearly pays for them. A short step does not reach this value. For $N=100$ the square-root factor adds $\tau\ln(2\pi N\sigma^2)/(2N)=0.0016$ eV per column, half of that excess.

The variance is $\sigma^2=0.908$, so

$$\tilde\gamma=\frac{0.051704\times4}{9\times0.8209\times0.908}=0.0308\ \text{eV/Å}=6.00\times10^{-4}\ \text{hartree/bohr}.$$

From the top eigenvector, the single-column variance is $C(0)=1.091$ and the nearest-column covariance is $C(1)=-0.108$. Independent kinks would have $C(1)=0$. Using $C(0)$ in place of $\sigma^2$ would put the stiffness 17% too low.

The same procedure at other angles, with temperature and energies fixed, gives:

| $\theta$ | $\gamma$ (eV/Å) | $\tilde\gamma$ (eV/Å) |
|---|---|---|
| 0° | 0.0716 | 0.0740 |
| 10° | 0.0716 | 0.0535 |
| 20° | 0.0710 | 0.0317 |
| 30° | 0.0693 | 0.0213 |

The tension changes by 3% while the stiffness falls by a factor of 3.5. At 20°, $\gamma''=\tilde\gamma-\gamma=-0.039$ eV/Å is negative although the step is stable, so $\gamma''$ alone cannot serve as the stiffness. For the opening decision, a constant stiffness is defensible in this model at 600 K when the step stays within about 3° of zero tilt, where it changes by about 4%. The window narrows on cooling: the same 3° lowers the stiffness by 16% at 400 K and by almost half at 300 K. Near 10° and at 600 K, 3° already changes it by about 15%. In this model an edge that curves through tens of degrees needs the function.

Temperature matters too. At zero tilt and fixed energies, the stiffness is 0.143, 0.074 and 0.050 eV/Å at 400, 600 and 800 K.

## Wandering and real steps

For an untilted step of length $L_y=Na$, the mean-square displacement between its ends is

$$\langle(\Delta x)^2\rangle=Nb^2\sigma^2=\frac{\tau L_y}{\tilde\gamma(0)} .$$

For $L_y=400$ Å this is $0.699\times400=280$ Å$^2$, an rms displacement of 17 Å. On a surface with terraces of that width, neighbouring steps would often meet within this length, and the isolated-step formula for wandering would no longer be reliable.

The parameters are not those of a material. Kink energies near 0.1 eV and lattice spacings of about 3 Å are of the size found for steps on several metals; the pair energies were chosen to make their effect visible. Real steps depart from the assumption that a kink of height two costs twice a single kink. For independent kinks without tilt, the effect is bounded in one direction: forbidding tall kinks altogether raises the stiffness from 0.058 to 0.102 eV/Å. The dependence on angle is more sensitive. With the pair energies used above, a surcharge of 0.03 to 0.05 eV on each unit of height beyond the first keeps the fall between 0° and 20.6° near a factor of two. A kink energy $\varepsilon h^2$ instead gives 0.127 and 0.144 eV/Å at these angles, and the restriction $|h|\le1$ gives 0.128 and 0.176 eV/Å, so the stiffness then rises with tilt. The size and sign of the angle dependence of a real step depend on the cost of its tall kinks. The value of the kink energy matters as well. For independent kinks without tilt, the $\sinh^2$ formula gives $d\ln\tilde\gamma(0)/d\varepsilon=\coth(K/2)/\tau$, so an error of 0.01 eV in $\varepsilon$ shifts the untilted stiffness by about 26% at 600 K. At a tilt of 20° the shift is below 10%. An input energy of that uncertainty limits the prediction far more than the numerical differentiation does.
